# Correlation length of a rough edge from variance, P(0) and Hurst exponent

**Question**

I am characterising the roughness of resist line edges. From the edge positions I have the total variance of one edge, $\sigma^2=1.44\ \mathrm{nm^2}$, the zero-frequency value of its power spectral density, $P_0=30\ \mathrm{nm^3}$, and a Hurst exponent $H=0.7$ from the high-frequency slope. The model is the Palasantzas edge spectrum

$$P(f)=\frac{P_0}{\left[1+(2\pi f\xi)^2\right]^{H+1/2}} .$$

I need the correlation length $\xi$. For an exponential correlation function I can get $\xi=P_0/(2\sigma^2)$, but I don't see whether I may use that when $H$ is not one half. How do I recover $\xi$ from these three numbers, and does the answer reduce to the exponential case at $H=1/2$? I would also like to know how far noise and the finite line could move it.

**Answer**

The missing relation is the normalisation of the spectrum: its area must equal the variance. That area depends on $H$, so the exponential formula cannot be carried over unchanged.

**Conventions**

I take $f$ as ordinary frequency in $\mathrm{nm^{-1}}$ and a two-sided spectrum, so that

$$\sigma^2=\int_{-\infty}^{\infty}P(f)\,df .$$

If your software gives a one-sided spectrum, with all the power placed at $f>0$, halve its plateau to get $P_0$. If it gives a density $S(k)$ in $k=2\pi f$ with $\int S\,dk=\sigma^2$, then $P_0=2\pi S(0)$. The variance is $\sigma^2$, not $(3\sigma)^2$, and it must belong to the same quantity as $P_0$: do not combine the variance of a line width with the spectrum of a single edge. The edge is assumed stationary with zero mean, and $0<H<1$. Some software fits the related form $P_0/[1+|2\pi f\xi|^{2H+1}]$ instead; it coincides with yours at $H=1/2$, but its area differs otherwise, and your three numbers would then give $\xi=8.99$ nm, so a $\xi$ from one form is not a $\xi$ of the other.

**Area under the spectrum**

Substitute $q=2\pi f\xi$, so $df=dq/(2\pi\xi)$, and write $a=H+1/2$:

$$\sigma^2=\frac{P_0}{2\pi\xi}\,I,\qquad I=\int_{-\infty}^{\infty}\frac{dq}{(1+q^2)^a}.$$

At large $|q|$ the integrand falls as $|q|^{-2H-1}$, so the integral converges for $H>0$. To evaluate it, start from $\Gamma(a)=\int_0^\infty s^{a-1}e^{-s}\,ds$ and set $s=t(1+q^2)$. This gives

$$\frac{1}{(1+q^2)^a}=\frac{1}{\Gamma(a)}\int_0^\infty t^{a-1}e^{-t(1+q^2)}\,dt .$$

Everything is positive, so the order of integration may be exchanged. The $q$ integral is Gaussian, $\int_{-\infty}^{\infty} e^{-tq^2}dq=\sqrt{\pi/t}$, and therefore

$$I=\frac{\sqrt\pi}{\Gamma(a)}\int_0^\infty t^{a-3/2}e^{-t}\,dt
=\frac{\sqrt\pi\,\Gamma(a-\tfrac12)}{\Gamma(a)}
=\frac{\sqrt\pi\,\Gamma(H)}{\Gamma(H+\tfrac12)} .$$

Put this into the variance, using $\sqrt\pi/(2\pi)=1/(2\sqrt\pi)$, and solve for $\xi$:

$$\boxed{\;\xi=\frac{P_0}{2\sqrt\pi\,\sigma^2}\,\frac{\Gamma(H)}{\Gamma(H+\tfrac12)}\;}$$

The units are $\mathrm{nm^3/nm^2=nm}$. At fixed $P_0$ and $H$ the variance is proportional to $1/\xi$, so there is one solution.

**What the exponential formula measures**

The spectrum is the Fourier transform of the autocovariance $C(x)$. At zero frequency this says $P_0=\int_{-\infty}^{\infty}C(x)\,dx$. Since $C$ is even and $C(0)=\sigma^2$,

$$\ell\equiv\frac{P_0}{2\sigma^2}=\int_0^\infty\frac{C(x)}{C(0)}\,dx .$$

Your formula thus gives the integral correlation length $\ell$, whatever the shape of the spectrum, provided the integral exists. The Palasantzas parameter is

$$\xi=\ell\,\frac{\Gamma(H)}{\sqrt\pi\,\Gamma(H+\tfrac12)} .$$

Because $\ln\Gamma$ is convex, $\Gamma(H)/\Gamma(H+\tfrac12)$ falls as $H$ rises. Hence $\xi<\ell$ for $H>1/2$ and $\xi>\ell$ for $H<1/2$. As $H\to1$, $\Gamma(3/2)=\sqrt\pi/2$ gives $\xi\to2\ell/\pi$. As $H\to0$, $\Gamma(H)\approx1/H$ makes $\xi$ diverge at fixed $P_0$ and $\sigma^2$: the tail then holds so much variance that the plateau must become very narrow.

**The case $H=1/2$**

With $t=y^2$, $\Gamma(\tfrac12)=\int_0^\infty t^{-1/2}e^{-t}dt=2\int_0^\infty e^{-y^2}dy=\sqrt\pi$, and $\Gamma(1)=1$. The boxed result becomes

$$\xi=\frac{P_0}{2\sqrt\pi\,\sigma^2}\,\sqrt\pi=\frac{P_0}{2\sigma^2}.$$

For a check that does not use the gamma functions, transform $C(x)=\sigma^2e^{-|x|/\xi}$ directly, with $k=2\pi f$:

$$2\sigma^2\int_0^\infty e^{-x/\xi}\cos(kx)\,dx
=2\sigma^2\,\frac{1/\xi}{1/\xi^2+k^2}
=\frac{2\sigma^2\xi}{1+(2\pi f\xi)^2}.$$

This is the Palasantzas spectrum with exponent $H+1/2=1$ and $P_0=2\sigma^2\xi$, so both the shape and the prefactor agree.

**The correlation function at other $H$**

Keep a factor $\cos(qu)$ in the $q$ integral, with $u=|x|/\xi$. Completing the square gives $\int_{-\infty}^{\infty} e^{-tq^2}\cos(qu)\,dq=\sqrt{\pi/t}\;e^{-u^2/4t}$. Dividing by the result at $u=0$,

$$\frac{C(x)}{\sigma^2}=\frac1{\Gamma(H)}\int_0^\infty t^{H-1}e^{-t-u^2/4t}\,dt
=\frac{2}{\Gamma(H)}\left(\frac u2\right)^{H}K_H(u).$$

The last step substitutes $t=(u/2)e^s$, which turns the exponent into $-u\cosh s$, and uses $K_H(u)=\int_0^\infty\cosh(Hs)\,e^{-u\cosh s}\,ds$ for the modified Bessel function. At $x=\xi$ and $H=0.7$ the correlation is 0.477, against $1/e=0.368$ at $H=1/2$. So $\xi$ is not the $1/e$ distance of your edge.

The name "Hurst exponent" is justified at short distance. With $v=2\pi fx$ and $x>0$,

$$C(0)-C(x)=\frac{P_0}{2\pi\xi}\,u^{2H}\int_{-\infty}^{\infty}\frac{1-\cos v}{(u^2+v^2)^{H+1/2}}\,dv .$$

As $u\to0$ the integral tends to a constant for $0<H<1$, so the mean square height difference, $2[C(0)-C(x)]$, grows as $x^{2H}$. In the spectrum the same $H$ appears as a log-log slope of $-(2H+1)$ at $2\pi f\xi\gg1$.

**Your numbers**

$$\ell=\frac{30}{2\times1.44}=10.42\ \mathrm{nm},\qquad
\frac{\Gamma(0.7)}{\sqrt\pi\,\Gamma(1.2)}=\frac{1.29806}{1.77245\times0.91817}=0.7976,$$

$$\xi=0.7976\times10.42\ \mathrm{nm}=8.31\ \mathrm{nm}.$$

Integrating the spectrum numerically and searching for the $\xi$ that gives $1.44\ \mathrm{nm^2}$ also yields 8.31 nm. The roll-off is centred near $1/(2\pi\xi)=0.0192\ \mathrm{nm^{-1}}$. Using the exponential formula with the same $\sigma^2$ and $P_0$ would give 10.42 nm, which is 25% above the value for $H=0.7$.

The exponent therefore matters. With $\sigma^2$ and $P_0$ held fixed, $H=0.6$ gives 9.20 nm (+11%) and $H=0.8$ gives 7.62 nm (−8%).

**How measurement moves the result**

The shifts below are relative to 8.31 nm. Each systematic effect is taken alone, with $H$ held at 0.7.

*Detection noise.* Suppose each edge point carries independent noise of standard deviation $\sigma_n=0.5$ nm, at a sampling step $d=1$ nm. Its covariance is nonzero only at zero lag, so its spectrum is flat with height $\sigma_n^2d$. The raw inputs become

$$\sigma^2+\sigma_n^2=1.69\ \mathrm{nm^2},\qquad P_0+\sigma_n^2d=30.25\ \mathrm{nm^3}.$$

The variance rises by 17% but the plateau by less than 1%, and the formula returns 7.14 nm, a shift of −14%. Subtract the noise from both inputs before using it.

*Blur along the edge.* Gaussian averaging with standard deviation $s$ multiplies the power by $e^{-(2\pi fs)^2}$. This leaves $P_0$ alone but removes high-frequency variance. For $s=1$ nm the variance drops to $1.347\ \mathrm{nm^2}$ and $\xi$ comes out as 8.88 nm, a shift of +7%. Noise and blur act in opposite directions here, but their sizes are set by different parameters, so cancellation cannot be relied on. They also distort the tail from which $H$ is read: a flat noise floor makes it shallower, and blur makes it steeper. This can matter more than the shifts at fixed $H$, and can reverse their sign: a straight-line slope taken over $0.05$–$0.1\ \mathrm{nm^{-1}}$ gives $H\approx0.41$ with the noise above, for a net shift in $\xi$ of about +23%, and $H\approx0.82$ with the blur above, for a net shift of about −4%. At $f=0.1\ \mathrm{nm^{-1}}$ the model spectrum is only about $0.54\ \mathrm{nm^3}$, while the noise floor above is $0.25\ \mathrm{nm^3}$. Correct the spectrum for both effects before fitting, and fit the full model rather than a straight line: near the roll-off the local slope has not yet reached $-(2H+1)$. Close to the highest sampled frequency, aliasing can also make the spectrum shallower, so leave that part out or include aliasing in the model.

*Finite line.* Subtracting the mean of a line of length $L\gg\xi$ removes a variance of about $P_0/L$. For $L=2000$ nm this is $0.015\ \mathrm{nm^2}$, or 1% of $\sigma^2$. If $P_0$ is taken as the average of the three lowest nonzero frequencies, its expected value is $29.76\ \mathrm{nm^3}$, 0.8% low. Both inputs are lowered, so the errors partly cancel in the ratio, and here $\xi$ shifts by +0.2%. How closely they cancel depends on $L$ and on the number of frequencies averaged: with the same three frequencies the shift is −3% at $L=500$ nm and −19% at $L=200$ nm, where they no longer lie on the plateau. These figures assume that only the mean is removed. If a fitted straight line (tilt) is removed as well, the $j$-th frequency loses a fraction of about $3/(\pi^2j^2)$ of its power, 30% for the lowest. At $L=2000$ nm the three-frequency average then drops to $25.6\ \mathrm{nm^3}$ and $\xi$ shifts by −13%, so correct for this or leave out the lowest frequencies.

*Statistical scatter.* For a long Gaussian edge, the real and imaginary parts of a Fourier amplitude at nonzero frequency are nearly independent Gaussians of equal variance. Their summed square is then exponentially distributed, with a standard deviation equal to its mean. Averaging three frequencies over 100 independent edges leaves a relative scatter of

$$\frac1{\sqrt{100\times3}}=5.8\%$$

in $P_0$. In 200 synthetic measurements of this kind, with the noise above added, the scatter of the measured $P_0$ was 5.8%. After the noise was subtracted from both inputs, the scatter of $\xi$ was 5.6% and its mean was 8.31 nm. With the noise left in, the mean was 7.13 nm, against 7.14 nm expected. The value of $H$ was treated as known, so its uncertainty comes on top.

**Comparison with real resist edges**

The calculation takes your three values and the model spectrum as given; it does not show that a particular resist follows that model. The noise and blur values are round assumptions, to be replaced by those of your microscope. Real images break the assumption of noise-free data, and for the numbers above, with $H$ held fixed, that is the largest of the systematic shifts, at −14%. That ranking holds for the 2000 nm line; tilt removal gives a shift of nearly the same size, and a 200 nm line a larger one. A measured spectrum may also fail to follow a single plateau and power law. In that case $\xi$ loses its meaning as a fit parameter, while $\ell=P_0/(2\sigma^2)$ remains the integral correlation length if a zero-frequency plateau exists.

For your data I would quote $\xi\approx8.3$ nm if $\sigma^2$, $P_0$ and the spectrum used to find $H$ are already corrected for noise and blur, with an uncertainty that includes the error in $H$. The numerical output below gives the values to more digits.

## Computed values

```
edge variance: 1.44 nm^2
edge standard deviation: 1.20 nm
zero-frequency power P0: 30.0 nm^3
Hurst exponent H: 0.7
Gamma(H): 1.29806
Gamma(H+1/2): 0.91817
integral correlation length: 10.417 nm
factor xi/integral length: 0.7976
xi from formula: 8.309 nm
xi from numerical root: 8.309 nm
corner frequency 1/(2 pi xi): 0.01916 1/nm
C(xi)/variance, H=0.7: 0.4767
short-distance exponent found: 1.398
xi if H=0.5: 10.417 nm
C(xi)/variance, H=0.5: 0.3679
error from assuming H=0.5: +25.4 %
xi if H=0.6: 9.199 nm (+10.7 %)
xi if H=0.8: 7.624 nm (-8.2 %)
detection noise, standard deviation: 0.5 nm
sampling step: 1.0 nm
variance with noise: 1.69 nm^2
P0 with noise: 30.25 nm^3
xi with noise uncorrected: 7.138 nm
shift from noise: -14.1 %
blur along edge, standard deviation: 1.0 nm
variance after blur: 1.3470 nm^2
xi with blur uncorrected: 8.882 nm
shift from blur: +6.9 %
line length: 2000 nm
variance lost with the mean: 0.0149 nm^2
mean power in lowest 3 bins: 29.755 nm^3
xi from finite line: 8.327 nm
shift from finite line: +0.22 %
edges per measurement: 100
synthetic measurements: 200
scatter estimate: 5.8 %
scatter of P0, synthetic: 5.8 %
scatter of xi, synthetic: 5.6 %
mean xi, noise left in: 7.126 nm
expected xi, noise left in: 7.144 nm
mean xi, noise removed: 8.306 nm
```
